\section*{Photodetachment of H- in a Static Field: Ripples and Tunnelling Tail}

\section{What the field-free law gets wrong}

Without a static field, the cross section for detaching the loosely bound electron of H$^-$ rises from threshold as $k^3$, where $\hbar k$ is the electron's momentum. Using this law in a field of 10 kV/cm gives wrong answers near threshold. For light polarized along the field, the model below gives $2.2\times10^{-20}$ cm$^2$ at the field-free threshold, where the $k^3$ law gives zero. At 5 meV above threshold it gives $3.9\times10^{-20}$ cm$^2$, against $6.6\times10^{-20}$ cm$^2$ without the field. The $k^3$ law has neither the tunnelling below threshold nor the interference above it. These absolute values belong to the one-electron model; for the real ion they are all larger by a common factor of about 2.6, as explained with the numbers below.

\section{Model and dipole amplitude}

One electron is bound by a zero-range potential, with
\begin{equation}
\psi=B\frac{e^{-\kappa r}}{r},\qquad B^2=\frac{\kappa}{2\pi},\qquad E_b=\frac{\hbar^2\kappa^2}{2m}.
\end{equation}
The second electron and the finite size of the core are left out. They change $B$, which cancels in ratios to the field-free cross section. They also change the scattering length of the atom, which does not cancel and affects the rescattering correction derived below.

The static force on the electron is $F>0$ along $+z$. Let $E=\hbar\omega-E_b=\hbar^2k^2/2m$, with $k^2<0$ below threshold, and define
\begin{equation}
l=\Big(\frac{\hbar^2}{2mF}\Big)^{1/3},\quad \varepsilon_F=Fl,\quad s=-\frac{E}{\varepsilon_F},\quad K=k^2+\kappa^2=\frac{2m\omega}{\hbar}.
\end{equation}
Hence $\hbar^2/2m=\varepsilon_Fl^2$.

Light of amplitude $\mathcal E_0$ causes transitions at the rate $(2\pi/\hbar)(e\mathcal E_0/2)^2\sum_f|\langle f|a|\psi\rangle|^2\delta(E-E_f)$, where $a$ is $z$ or $x$, the coordinate along the polarization. Division by the photon flux $c\mathcal E_0^2/(8\pi\hbar\omega)$ gives, with $\alpha=e^2/\hbar c$,
\begin{equation}
\sigma=4\pi^2\alpha\hbar\omega\sum_f|\langle f|a|\psi\rangle|^2\,\delta(E-E_f).
\label{golden}
\end{equation}

The final state obeys $(\nabla^2+k^2+z/l^3)f=0$ if its scattering by the atom is neglected. The bound state obeys $(\nabla^2-\kappa^2)\psi=-4\pi B\,\delta(\mathbf r)$. For a decaying function $\chi$, integration by parts gives $\int f^*(\nabla^2+k^2+z/l^3)\chi\,d^3r=0$. Taking $\chi=z\psi$ and then $\chi=\partial_z\psi$ yields
\begin{align}
K\langle f|z\psi\rangle+2\langle f|\partial_z\psi\rangle&=-l^{-3}\langle f|z^2\psi\rangle,\\
K\langle f|\partial_z\psi\rangle+4\pi B\,\partial_zf^*(0)&=-l^{-3}\langle f|z\,\partial_z\psi\rangle .
\end{align}
Near threshold $f$ varies over the length $l$, so the right-hand sides change the amplitude by relative order $1/(\kappa l)^2$. Dropping them leaves
\begin{equation}
\langle f|z|\psi\rangle=\frac{8\pi B}{K^2}\,\partial_zf^*(0),
\label{local}
\end{equation}
and likewise for $x$. The light thus acts as a p-wave source at the atom. The field-induced distortion of $\psi$, to first order $\delta\psi=Bz\,e^{-\kappa r}/(4\kappa l^3)$, also enters at relative order $1/(\kappa l)^2$ and is neglected. For parallel light it cancels about half of the orbital-size term. For perpendicular light the orbital-size term is smaller still, and the distortion cancels it.

Without the field the right-hand sides vanish. For plane waves,
\begin{equation}
\int\!\frac{d^3q}{(2\pi)^3}\,q_z^2\,\delta\Big(E-\frac{\hbar^2q^2}{2m}\Big)=\frac{mk^3}{6\pi^2\hbar^2},
\qquad
\sigma_0=\frac{64\pi^2}{3}\,\alpha B^2\frac{k^3}{K^3},
\label{free}
\end{equation}
where $\hbar\omega=\hbar^2K/2m$ was used. The absolute scale can be checked with $d(\hbar\omega)=(\hbar^2/m)k\,dk$ and $\int_0^\infty k^4K^{-3}dk=3\pi/(16\kappa)$. These give $\int\sigma_0\,d(\hbar\omega)=2\pi^2\alpha\hbar^2/m$, the one-electron dipole sum rule.

\section{First derivation: Airy final states}

The motion separates into plane waves in $x,y$ and a function of $z$ with energy $\epsilon$:
\begin{equation}
\phi_\epsilon(z)=\frac{1}{\sqrt{\varepsilon_Fl}\,}\,\mathrm{Ai}\Big(-\frac{z+\epsilon/F}{l}\Big).
\end{equation}
This follows from $\mathrm{Ai}''(u)=u\,\mathrm{Ai}(u)$. The prefactor follows from $\int\mathrm{Ai}(u+a)\mathrm{Ai}(u+b)\,du=\delta(a-b)$, which gives $\int\phi_\epsilon\phi_{\epsilon'}dz=\delta(\epsilon-\epsilon')$.

Write the transverse energy as $\varepsilon_Ft$, so that the transverse wave number obeys $q^2=t/l^2$ and $\epsilon=E-\varepsilon_Ft$. After the angular integration, $d^2q/(2\pi)^2=dt/(4\pi l^2)$. At the atom the Airy argument is $s+t$. For parallel polarization,
\begin{equation}
\sum_f|\partial_zf(0)|^2\delta(E-E_f)=\int_0^\infty\!\frac{dt}{4\pi l^2}\,\frac{\mathrm{Ai}'^2(s+t)}{\varepsilon_Fl^3}
=\frac{J_\parallel}{4\pi\varepsilon_Fl^5}.
\end{equation}
For perpendicular polarization $|\partial_xf|^2$ brings $q_x^2$, whose angular average is $t/2l^2$. With $u=s+t$,
\begin{equation}
J_\parallel=\int_s^\infty\!\mathrm{Ai}'^2(u)\,du,\qquad
J_\perp=\frac12\int_s^\infty\!(u-s)\,\mathrm{Ai}^2(u)\,du .
\label{Jint}
\end{equation}

Differentiating products, with $\mathrm{Ai}''=u\mathrm{Ai}$, shows that
\begin{align}
(2\mathrm{Ai}\mathrm{Ai}'+u\mathrm{Ai}'^2-u^2\mathrm{Ai}^2)'&=3\mathrm{Ai}'^2,\\
(\mathrm{Ai}\mathrm{Ai}'-u\mathrm{Ai}'^2+u^2\mathrm{Ai}^2)'&=3u\mathrm{Ai}^2,\\
(u\mathrm{Ai}^2-\mathrm{Ai}'^2)'&=\mathrm{Ai}^2 .
\end{align}
The brackets vanish at infinity, so only the lower limit contributes:
\begin{align}
J_\parallel&=\tfrac13\big(s^2\mathrm{Ai}^2-s\mathrm{Ai}'^2-2\mathrm{Ai}\mathrm{Ai}'\big),\label{Jpar}\\
J_\perp&=\tfrac16\big(2s^2\mathrm{Ai}^2-2s\mathrm{Ai}'^2-\mathrm{Ai}\mathrm{Ai}'\big),\label{Jperp}
\end{align}
with all functions taken at $s$. Inserting the sum and (\ref{local}) in (\ref{golden}), with $\hbar\omega=\varepsilon_Fl^2K$, gives
\begin{equation}
\sigma_{\parallel,\perp}=64\pi^3\alpha B^2\,\frac{J_{\parallel,\perp}(s)}{K^3l^3}.
\label{main}
\end{equation}
At $s=0$ only the products $\mathrm{Ai}\,\mathrm{Ai}'$ survive. Both cross sections are then finite, and $\sigma_\perp=\sigma_\parallel/4$.

\section{Second derivation: propagation in time}

Now measure length in $l$, energy in $\varepsilon_F$ and time in $\hbar/\varepsilon_F$. The Hamiltonian becomes $H=-\nabla^2-z$, and the energy is $\varepsilon=E/\varepsilon_F=-s$. With $w=it$ and $\mathbf R=\mathbf r-\mathbf r'$, the propagator is
\begin{equation}
G_w=(4\pi w)^{-3/2}\exp\Big[-\frac{R^2}{4w}+\frac{w(z+z')}{2}+\frac{w^3}{12}\Big].
\end{equation}
To verify it, note that $\nabla\ln G_w=-\mathbf R/2w+\hat{\mathbf z}w/2$. Therefore
\begin{equation}
\frac{\nabla^2G_w}{G_w}+z=\frac{R^2}{4w^2}+\frac{z+z'}2+\frac{w^2}4-\frac3{2w}=\frac{\partial_wG_w}{G_w},
\end{equation}
which is $-\partial_wG_w=HG_w$. As $w\to0$, $G_w$ tends to $\delta(\mathbf R)$.

Since $G_w=\sum_ff(\mathbf r)f^*(\mathbf r')e^{-wE_f}$, an inverse Laplace transform along $w=c+iy$, $c>0$, picks out one energy:
\begin{equation}
\sum_f|\partial_af(0)|^2\delta(\varepsilon-E_f)=\frac1{2\pi}\int_{-\infty}^{\infty}\!dy\,e^{\varepsilon w}\,\partial_a\partial_{a'}G_w\big|_{0}.
\end{equation}
This sum equals $J/4\pi$ in the present units. At the atom the two derivatives multiply $G_w$ by $1/(2w)+w^2/4$ along $z$ and by $1/(2w)$ along $x$. With the shorthand
\begin{equation}
\langle g\rangle=\int_{-\infty}^\infty\!dy\,(4\pi w)^{-3/2}g(w)\,e^{-sw+w^3/12}
\end{equation}
the result is
\begin{equation}
J_\perp=\langle w^{-1}\rangle,\qquad J_\parallel=\langle w^{-1}\rangle+\tfrac12\langle w^2\rangle .
\label{Jtime}
\end{equation}

To recover the Airy functions, multiply two copies of $\mathrm{Ai}(s)=(1/2\pi)\int dp\,e^{i(p^3/3+sp)}$, taken with $\mathrm{Im}\,p>0$. Set the two variables to $p=iw/2+v$ and $q=iw/2-v$. The Jacobian from $(p,q)$ to $(y,v)$ has modulus one, and $\tfrac i3(p^3+q^3)=w^3/12-wv^2$. The integral over $v$ is $\sqrt{\pi/w}$, so
\begin{equation}
\mathrm{Ai}^2(s)=\frac1{4\pi^2}\int dy\,\sqrt{\frac{\pi}{w}}\,e^{-sw+w^3/12}=2\langle w\rangle .
\end{equation}
Each derivative with respect to $s$ inserts $-w$. Hence $J_\perp''=\langle w\rangle=\tfrac12\mathrm{Ai}^2$. Since $J_\perp$ and its slope vanish for $s\to+\infty$, this integrates to the $J_\perp$ of (\ref{Jint}). Moreover $\tfrac12\langle w^2\rangle=-\tfrac14(\mathrm{Ai}^2)'$, so
\begin{equation}
J_\parallel=J_\perp-\tfrac12\mathrm{Ai}\,\mathrm{Ai}' ,
\end{equation}
which is the difference between (\ref{Jpar}) and (\ref{Jperp}). The two derivations agree.

\section{Ripples and tail from the time integral}

For large $|\varepsilon|$ the exponent $\varepsilon w+w^3/12$ is stationary at $w_0^2=-4\varepsilon$. Along $w=w_0+iy$ its quadratic part is $-w_0y^2/4$, which integrates to $\sqrt{4\pi/w_0}$. The larger term in $J_\parallel$, $w^2/2$, gives for each stationary point
\begin{equation}
(4\pi w_0)^{-3/2}\,\frac{w_0^2}2\,\sqrt{\frac{4\pi}{w_0}}\;e^{\varepsilon w_0+w_0^3/12}=\frac1{8\pi}\,e^{2\varepsilon w_0/3}.
\label{saddle}
\end{equation}
For $J_\perp$ this is multiplied by $w^{-1}/(w^2/2)=2/w_0^3$. Define $\Theta=\tfrac43|\varepsilon|^{3/2}$.

\subsection{Above threshold: the returning electron}

Here $w_0=\pm iT$ with $T=2\sqrt\varepsilon$. In ordinary units $T=2\sqrt{2mE}/F$, the time an electron launched against the force needs to turn at distance $E/F$ and return. Its action gives the phase:
\begin{equation}
\frac2\hbar\int_0^{E/F}\!\sqrt{2m(E-Fd)}\,dd=\frac{4\sqrt{2m}}{3\hbar F}E^{3/2}=\Theta .
\end{equation}
The two points add to $\cos\Theta/4\pi$ in $J_\parallel$. In $J_\perp$ the factors $2/w_0^3=\pm i/(4\varepsilon^{3/2})$ give $-\sin\Theta/(16\pi\varepsilon^{3/2})$.

Short times near $w=0$ give the smooth part, through $\int dy\,w^{-\nu}e^{\varepsilon w}=2\pi\varepsilon^{\nu-1}/\Gamma(\nu)$. The leading term $w^{-1}$, with $\nu=5/2$, yields $\varepsilon^{3/2}/3\pi$, which is the field-free result. Expanding $e^{w^3/12}$ once more adds $-\varepsilon^{-3/2}/96\pi$ to $J_\perp$. Division by $\varepsilon^{3/2}/3\pi$, with $\varepsilon^3=9\Theta^2/16$, gives to the orders shown
\begin{equation}
\frac{\sigma_\parallel}{\sigma_0}\simeq1+\frac{\cos\Theta}\Theta,\qquad
\frac{\sigma_\perp}{\sigma_0}\simeq1-\frac{\tfrac13\sin\Theta+\tfrac1{18}}{\Theta^2}.
\label{ripple}
\end{equation}
Parallel light sends the wave along the orbit that returns. Perpendicular light sends out a wave with a node along that orbit, so its ripple is weaker by one order in $1/\Theta$, though not absent.

A numerical test supports the return time as the cause of the parallel ripple. For $\varepsilon$ between 14 and 17, the time integral for $J_\parallel$ was cut off smoothly before $T$. The largest remaining departure from the field-free value was 0.6\% of the largest departure in the full integral. The figure depends on the shape of the cutoff, between about 0.5\% and 1\%. Most of it is not ripple but the next short-time term of $J_\parallel$, $-7\varepsilon^{-3/2}/96\pi$.

\subsection{Below threshold: tunnelling}

Here the contour passes through the real point $w_0=2\sqrt{|\varepsilon|}$, an imaginary time. Equation (\ref{saddle}) gives
\begin{equation}
J_\parallel\simeq\frac{e^{-\Theta}}{8\pi},\qquad \frac{J_\perp}{J_\parallel}\simeq\frac2{w_0^3}=\frac1{3\Theta}.
\end{equation}
The exponent is twice the integral of the decay constant through the barrier. Transverse motion takes energy from the motion along the field, which suppresses perpendicular detachment further.

\section{Rescattering by the atom}

The returning wave can also scatter from the atom. In the same scaled units, let the outgoing Green function, normalized to $1/r$ at its source, be $1/r+c_0+c_1z+\tfrac12sr+\dots$ near the atom. The last term shown is isotropic and does not enter below. With $\mathrm{Ci}$ denoting here $\mathrm{Bi}+i\mathrm{Ai}$, the one-dimensional Green function at coincident points is $\pi\mathrm{Ai}\,\mathrm{Ci}$. Summing it over transverse energy and differentiating in $s$ removes the $1/r$ divergence:
\begin{equation}
c_0'=-\pi\mathrm{Ai}\,\mathrm{Ci},\qquad c_0=\pi(\mathrm{Ai}'\mathrm{Ci}'-s\,\mathrm{Ai}\,\mathrm{Ci}).
\end{equation}
The constant is fixed by the field-free limit $c_0\to-\sqrt s$ for $s\to+\infty$. Moving source and observation point together by $z_0$ changes $s$ to $s-z_0$. By symmetry each point supplies half the change, so $c_1=-c_0'/2=(\pi/2)\mathrm{Ai}\,\mathrm{Ci}$.

The zero-range potential requires a wave proportional to $1/r-\kappa l$ at the atom. An incident wave of unit value there produces a scattered wave of amplitude $f$, with $1+fc_0=-\kappa l\,f$, hence $f=-1/(\kappa l+c_0)$. The p-wave source and its detection each bring one factor $c_1$. Since the unscattered term is $\pi J_\parallel$,
\begin{equation}
\frac{\delta\sigma_\parallel}{\sigma_\parallel}=-\frac1{\pi J_\parallel}\,\mathrm{Im}\,\frac{c_1^2}{\kappa l+c_0}.
\end{equation}
Near threshold this is of order $1/(\kappa l)$, larger in order than the neglected orbital-size terms. Perpendicular light has no such term, because the scattered wave is symmetric about the field axis.

\section{Numbers for 10 kV/cm}

Take $E_b=0.75$ eV, a round value close to the rough binding energy of H$^-$, and $F=10^{-3}$ eV/nm. Then $l=(0.0381/0.001)^{1/3}=3.365$ nm, $\varepsilon_F=3.365$ meV and $\kappa l=14.9$. At $E=-10$ meV, $K=0.740/0.0381=19.42$ nm$^{-2}$ and $Kl=65.36$ nm$^{-1}$, so
\begin{equation}
\sigma_\parallel=\frac{64\pi^3\alpha\,(0.7061)(4.495\times10^{-5})}{(65.36)^3}\ \mathrm{nm}^2=1.65\times10^{-23}\ \mathrm{cm}^2 .
\end{equation}
The leading tail formula gives $J_\parallel=4.30\times10^{-5}$ instead of $4.49\times10^{-5}$. For the polarization ratio it gives 0.049 instead of 0.037, so that estimate is still rough at $\Theta=6.8$.

Selected cross sections in $10^{-20}$ cm$^2$, before rescattering, are:
\begin{center}
\begin{tabular}{rrrr}
$E$ (meV) & $\sigma_0$ & $\sigma_\parallel$ & $\sigma_\perp$\\
$-5$ & 0 & 0.14 & 0.011\\
0 & 0 & 2.2 & 0.54\\
5 & 6.6 & 3.9 & 6.3\\
10 & 18.4 & 20.5 & 18.3\\
20 & 50.0 & 52.2 & 50.0
\end{tabular}
\end{center}
At 20 meV the electron turns at 20 nm and returns after 0.95 ps. With $\Theta=19.32$, (\ref{ripple}) gives $\sigma_\parallel/\sigma_0=1.046$, and the Airy formula gives 1.045. Since $d\Theta/dE=T/\hbar$, the ripple period is about $2\pi\hbar/T=4.3$ meV. The neighbouring maxima of the ratio at 19.6 and 23.8 meV are 4.2 meV apart.

In the zero-range model, rescattering changes $\sigma_\parallel$ by $-4.8\%$ at threshold, $+1.6\%$ at 5 meV and $-0.04\%$ at 20 meV. Using the full extent of the undistorted orbital instead of the local source changes it by $-1.9\%$ at threshold, and the field-induced distortion of the orbital reduces this to $-0.9\%$. These corrections do not simply add, because the scattered wave also overlaps the extended orbital: with all of them included, the change is $-5.0\%$ at threshold and $+1.4\%$ at 5 meV. The zero-range model ties the scattering length to $1/\kappa=4.3$ bohr. With a scattering length near 6 bohr, closer to the singlet value for a real hydrogen atom, rescattering alone gives about $-7\%$ at threshold and $+2\%$ at 5 meV. The last digits near threshold therefore belong to the leading formula, not to the full zero-range model. The absolute values are moreover proportional to the zero-range $B^2$, which the omitted second electron and core change. A two-electron configuration-interaction wave function of H$^-$ has an asymptotic $B^2$ about 2.6 times $\kappa/2\pi$, so the tabulated cross sections are too small for the real ion by about that factor. This common factor cancels in ratios of cross sections, such as $\sigma_\perp/\sigma_\parallel$ or, above threshold, $\sigma_\parallel/\sigma_0$. The remaining values are in the numerical output.

\section{What each derivation assumes}

Both derivations rest on (\ref{golden}) and (\ref{local}): weak light, a uniform static field, a compact undistorted bound orbital and no rescattering. For parallel light both therefore need $\kappa l$ to be large, since the rescattering they leave out is of relative order $1/(\kappa l)$ near threshold. Perpendicular light needs it only for the compact-orbital step, whose error is 0.03\% at threshold for $\kappa l=14.9$. The zero-range value of $B$ sets the absolute scale in both.

They differ in what they ask of the final motion. The first needs the motion along the field to separate from the transverse motion, and a complete, energy-normalized set of states. It leads directly to the closed forms, which the time integral also reproduces. They hold at threshold too, where the stationary-point estimates fail. The second needs no separation and no normalized states, but it needs the propagator in closed form and a contour that passes $t=0$ on the correct side. In return it assigns each feature to a time: the smooth rise to short times, the ripple to the return time $T$, and the tail to an imaginary time. The ripple and tail laws add the assumption $\Theta\gg1$, which (\ref{main}) does not need.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUT
binding energy E_b = 0.75 eV
static field = 10.0 kV/cm
force F = 1.0000e-03 eV/nm
hbar^2/(2m) = 0.038100 eV nm^2
SCALES
kappa = 4.4368 1/nm
B^2 = 0.7061 1/nm
field length l = 3.3649 nm
field energy eps_F = 3.3649 meV
kappa*l = 14.929
bound-state tunnelling exponent (4/3)(kappa l)^3 = 4437
CROSS SECTIONS in 1e-20 cm^2; resc = rescattering change of par
E/meV   free       par        perp       resc/%
 -10  0.000e+00  1.646e-03  6.114e-05   -1.18
  -5  0.000e+00  1.405e-01  1.064e-02   -2.11
  -2  0.000e+00  9.308e-01  1.319e-01   -3.57
   0  0.000e+00  2.155e+00  5.388e-01   -4.80
   2  1.697e+00  3.281e+00  1.738e+00   -4.53
   5  6.628e+00  3.878e+00  6.297e+00    1.58
  10  1.838e+01  2.049e+01  1.832e+01   -0.20
  20  4.999e+01  5.222e+01  4.997e+01   -0.04
  40  1.309e+02  1.301e+02  1.309e+02    0.00
TAIL at E = -10 meV
s = 2.9718, Theta = 6.8309
J_par = 4.4946e-05
exp(-Theta)/(8 pi) = 4.2968e-05
perp/par = 0.0371
1/(3 Theta) = 0.0488
RIPPLE MAXIMA of par/free
n   E/meV    par/free  E/meV from Theta=2 pi n
1    9.250    1.1554    9.458
2   14.929    1.0779   15.014
3   19.624    1.0522   19.674
4   23.799    1.0393   23.833
ORBIT at E = 20 meV
turning distance = 20.00 nm
Theta = 19.3207 rad
return time = 953.8 fs
2 pi hbar/T = 4.336 meV
par/free = 1.04470
1+cos(Theta)/Theta = 1.04612
perp/free = 0.99953
CHECKS OF SIZE
ripple left after time cutoff = 0.63 %
orbital-size change of par at threshold = -1.85 %
\end{verbatim}
